# Hyperfine enhancement of the radio-frequency field and ENDOR pair intensities

## A case that can be seen through

Consider one electron spin $S=1/2$ and one nuclear spin $I=1/2$ in a static field $B_0$ along $z$. Energies are divided by Planck's constant and spins are dimensionless. The nucleus has the Zeeman energy $-\nu_I I_z$, with $\nu_I=g_n\mu_N B_0/h>0$, and the isotropic hyperfine energy $a\,\mathbf S\cdot\mathbf I$.

Let the electron be in its $m_S=+1/2$ state, and let $a=2\nu_I$. The nuclear energy is then
$$-\nu_I I_z+\tfrac12 a I_z=0 .$$
The field produced by the electron cancels the applied field at the nucleus.

Now add a weak radio-frequency (RF) field along $x$. The total applied field swings through a small angle. The electron precesses far faster than the RF field changes, so its mean spin stays aligned with the total field and swings through the same angle. The electron's field at the nucleus swings with it, and the cancellation persists. The nucleus feels no RF field, although the coil produces one.

In the $m_S=-1/2$ state the two fields add, and the nucleus sees twice the applied field. When the applied field swings, both contributions swing, so the transverse field is also doubled. The RF field is thus multiplied by 0 in one electron state and by 2 in the other. These are the values of $1\mp a/(2\nu_I)$ at $a=2\nu_I$.

## Assumptions and theorem

The static Hamiltonian and the RF term are
$$H_0=\nu_eS_z-\nu_II_z+a\,\mathbf S\cdot\mathbf I,\qquad H_1(t)=V\sin(2\pi\nu t),$$
$$V=b(\nu_eS_x-\nu_II_x),\qquad b=B_2/B_0 .$$
Here $\nu_e=g\mu_BB_0/h>0$ with isotropic $g$, and $B_2$ is the amplitude of a linearly oscillating field along $x$. Both Zeeman terms in $V$ carry the factor $b$ because the same magnetic moments that couple to $B_0$ couple to $B_2$. I assume $b\ll1$ and $\nu_e\gg|a|,\nu_I,\nu$. The labels $\alpha$ and $\beta$ denote spin projections $+1/2$ and $-1/2$; an ENDOR line is named after its electron state.

**Theorem.** To leading order under these assumptions:

(a) The nuclear frequencies are $|\nu_I-m_Sa|$, and the RF field acting on the nucleus is multiplied by
$$E(m_S)=1-\frac{m_Sa}{\nu_I}=1\mp\frac{a}{2\nu_I}\qquad(m_S=\pm\tfrac12).$$

(b) On resonance the nucleus nutates at $\nu_{\rm nut}=\tfrac12b\nu_I|E|$.

(c) In Davies ENDOR, under the conditions of Lemma 4, a pulse of length $t_p$ changes the echo by the fraction $\eta=\sin^2(\pi\nu_{\rm nut}t_p)$. For equal weak pulses, $\eta_\beta/\eta_\alpha=(E_\beta/E_\alpha)^2$. With $x=a/(2\nu_I)$ and $\Theta=\pi b\nu_It_p$, the flip angle of a bare nucleus, any equal pulses give
$$\eta_\beta-\eta_\alpha=\sin\Theta\,\sin(x\Theta).$$

## Lemma 1: the classical electron follows the field

**Claim.** To first order in $b$, and for $\nu\ll\nu_e$, the electron spin has $S_x(t)=m_Sb\sin(2\pi\nu t)$.

**Proof.** The electron energy is $\nu_e\mathbf n\cdot\mathbf S$, with $\mathbf n=(b\sin\omega t,0,1)$ and $\omega=2\pi\nu$. Its torque equation is $\dot{\mathbf S}=\omega_e\,\mathbf n\times\mathbf S$, where $\omega_e=2\pi\nu_e$. To first order in $b$ we may set $S_z=m_S$, which gives
$$\dot S_x=-\omega_eS_y,\qquad \dot S_y=\omega_e(S_x-m_Sb\sin\omega t).$$
Differentiating the first equation and inserting the second gives
$$\ddot S_x+\omega_e^2S_x=\omega_e^2m_Sb\sin\omega t .$$
The driven solution is
$$S_x=\frac{m_Sb\sin\omega t}{1-(\nu/\nu_e)^2},\qquad S_y=-\frac{\dot S_x}{\omega_e}=-\frac{\nu}{\nu_e}\,\frac{m_Sb\cos\omega t}{1-(\nu/\nu_e)^2}.$$
For $\nu\ll\nu_e$ the denominator is 1 and $S_y$ is negligible. If the spin starts along $z$ at zero RF field, a free precession is added. Its amplitude is smaller than that of $S_x$ by about $\nu/\nu_e$, and it oscillates near $\nu_e$, far from nuclear resonance. ∎

**Classical proof of (a).** Put this spin into the nuclear energy:
$$-\nu_I(I_z+b\sin\omega t\,I_x)+a(m_SI_z+m_Sb\sin\omega t\,I_x)$$
$$=-(\nu_I-m_Sa)\,(I_z+b\sin\omega t\,I_x).$$
The first part gives the precession frequency $|\nu_I-m_Sa|$. The coefficient of $b\sin\omega t\,I_x$ would be $-\nu_I$ for a bare nucleus. Dividing by it gives $E=(\nu_I-m_Sa)/\nu_I$. ∎

The whole nuclear field tilts rigidly by the angle $b\sin\omega t$. Its transverse part is therefore proportional to its longitudinal part, which is why $|E|$ equals the ENDOR frequency divided by $\nu_I$.

## Lemma 2: the same factor from state mixing

**Energies and states.** Write products as |electron, nucleus⟩. The hyperfine term is
$$a\,\mathbf S\cdot\mathbf I=aS_zI_z+\tfrac a2(S_+I_-+S_-I_+).$$
The flip-flop part leaves $|1\rangle=|\alpha\alpha\rangle$ and $|4\rangle=|\beta\beta\rangle$ unmixed, with energies
$$\epsilon_1=\tfrac12(\nu_e-\nu_I)+\tfrac a4,\qquad \epsilon_4=-\tfrac12(\nu_e-\nu_I)+\tfrac a4 .$$
In the basis $|\alpha\beta\rangle,|\beta\alpha\rangle$, with $D=\nu_e+\nu_I$, the remaining block is
$$-\frac a4+\frac12\begin{pmatrix}D&a\\a&-D\end{pmatrix}.$$
Set $R=\sqrt{D^2+a^2}$ and $\tan2\varphi=a/D$. The matrix is then $R$ times one with entries $\pm\cos2\varphi$ and $\sin2\varphi$, so the eigenstates are
$$|2\rangle=\cos\varphi|\alpha\beta\rangle+\sin\varphi|\beta\alpha\rangle,\qquad |3\rangle=\cos\varphi|\beta\alpha\rangle-\sin\varphi|\alpha\beta\rangle,$$
with $\epsilon_{2,3}=-a/4\pm R/2$. The signed nuclear frequencies are
$$f_\alpha=\epsilon_2-\epsilon_1=\nu_I-\tfrac a2+\tfrac12(R-D),$$
$$f_\beta=\epsilon_4-\epsilon_3=\nu_I+\tfrac a2+\tfrac12(R-D).$$
Since $R-D\approx a^2/(2D)$, both signed frequencies lie about $a^2/(4\nu_e)$ above the first-order values $\nu_I\mp a/2$, whose moduli appear in (a).

**Matrix elements.** A single-spin $x$ operator has the element $1/2$ between $\alpha$ and $\beta$. In $\langle1|V|2\rangle$, the operator $I_x$ connects $|\alpha\alpha\rangle$ to the main component $|\alpha\beta\rangle$, while $S_x$ connects it to the admixture $|\beta\alpha\rangle$. The same reasoning applies to $\langle4|V|3\rangle$, where the admixture carries a minus sign:
$$\langle1|V|2\rangle=\tfrac b2(\nu_e\sin\varphi-\nu_I\cos\varphi),$$
$$\langle4|V|3\rangle=\tfrac b2(-\nu_e\sin\varphi-\nu_I\cos\varphi).$$
Without coupling, both equal $-b\nu_I/2$. Dividing by this value gives
$$E_\alpha=\cos\varphi-\frac{\nu_e}{\nu_I}\sin\varphi,\qquad E_\beta=\cos\varphi+\frac{\nu_e}{\nu_I}\sin\varphi .$$
For small $\varphi$, $\sin\varphi\approx a/(2D)$ and $\cos\varphi\approx1$. Moreover,
$$\frac{\nu_e}{\nu_I}\frac{a}{2D}=\frac a{2\nu_I}\Bigl(1-\frac{\nu_I}{D}\Bigr)=\frac a{2\nu_I}-\frac a{2D}.$$
This proves (a) again, with an absolute error in $E$ of about $|a|/(2\nu_e)$ when $a^2\ll\nu_e\nu_I$. The admixture is tiny, but it is multiplied by the large ratio $\nu_e/\nu_I$. The RF field acts on the electron moment, and the mixed state turns that action into a nuclear transition. ∎

**Remark (the small difference between the routes).** Take weak coupling, $|a|<2\nu_I$, so that the nucleus precesses clockwise about $z$. Let $r=\nu/\nu_e$. By Lemma 1 the transverse electron spin is proportional to $(\sin\omega t,-r\cos\omega t)/(1-r^2)$. Its clockwise part, along $(\sin\omega t,\cos\omega t)$, has the coefficient
$$\frac{1-r}{2(1-r^2)}=\frac12\,\frac{1}{1+r}.$$
Keeping $S_y$ thus multiplies the hyperfine part of $E$ by $\nu_e/(\nu_e+\nu)$. For $|a|\ll\nu_I$ we may put $\nu=\nu_I$, and this is the factor $\nu_e/D$ found from state mixing. For $|a|$ comparable with $\nu_I$ the two corrections agree only in sign and order of magnitude. At $a=20$ MHz in the example below, keeping $S_y$ changes $E_\alpha$ and $E_\beta$ by $+0.0003$ and $-0.0017$, whereas state mixing gives $+0.0010$ and $-0.0010$.

## Why enhancement and frequency are tied together

Let $F_y=S_y+I_y$, which generates rotations of both spins about $y$. It commutes with the scalar $\mathbf S\cdot\mathbf I$. Using $[S_y,S_z]=iS_x$ and $[I_y,I_z]=iI_x$,
$$[F_y,H_0]=i(\nu_eS_x-\nu_II_x),\qquad\text{so}\qquad V=-ib[F_y,H_0].$$
Taking matrix elements between eigenstates gives
$$\langle1|V|2\rangle=-ibf_\alpha\langle1|F_y|2\rangle,\qquad \langle4|V|3\rangle=ibf_\beta\langle4|F_y|3\rangle .$$
From $\langle\alpha|s_y|\beta\rangle=-i/2$ and $\langle\beta|s_y|\alpha\rangle=i/2$,
$$\langle1|F_y|2\rangle=-\tfrac i2(\cos\varphi+\sin\varphi),\qquad \langle4|F_y|3\rangle=\tfrac i2(\cos\varphi-\sin\varphi).$$
Inserting these and dividing by $-b\nu_I/2$ yields
$$E_\alpha=\frac{f_\alpha}{\nu_I}(\cos\varphi+\sin\varphi),\qquad E_\beta=\frac{f_\beta}{\nu_I}(\cos\varphi-\sin\varphi).$$
These relations hold for any size of $a$ in this model. Tilting the applied field is equivalent to rotating the whole spin system, because an isotropic coupling has no direction of its own. They also show that the enhancement of the $\alpha$ line vanishes where its frequency does. It vanishes nowhere else as long as $\cos\varphi+\sin\varphi\neq0$, which holds for small $\varphi$.

## Lemma 3: nutation

**Proof of (b).** Let $M=-b\nu_IE/2$ be the matrix element of $V$ between two nuclear levels, with the upper level at the resonance frequency $\nu$ above the lower. In the interaction picture the lower and upper amplitudes obey
$$\dot c_1=-2\pi iM\sin(\omega t)e^{-i\omega t}c_2,\qquad \dot c_2=-2\pi iM\sin(\omega t)e^{i\omega t}c_1 .$$
Write $\sin\omega t=(e^{i\omega t}-e^{-i\omega t})/(2i)$ and drop the terms oscillating at $2\omega$. Then
$$\dot c_1=-\pi Mc_2,\qquad \dot c_2=\pi Mc_1,$$
and a spin starting in level 1 has $|c_2|^2=\sin^2(\pi|M|t)$. This is a rotation by $\theta=2\pi|M|t$, so $\nu_{\rm nut}=|M|$. ∎

Dropping the fast terms requires $|M|\ll\nu$. Since $\nu\approx\nu_I|E|$ for isotropic coupling, $|M|/\nu\approx b/2$, which is small by assumption.

## Lemma 4: Davies ENDOR line heights

Assume high temperature, negligible initial nuclear polarization, ideal selective inversion of the EPR line 1–3, and no relaxation. The RF pulse is on resonance with one line, and the ENDOR line is much narrower than the nutation frequency. The two lines are separated by much more than the nutation frequency, so that the pulse drives only one of them; in weak coupling this means $|a|\gg\nu_{\rm nut}$. If the pulse drives both lines, their effects add and $\eta$ can approach 2.

**Proof of (c).** Measure population deviations in units of the initial difference between electron states. They start as $p_1=p_2=-1/2$ and $p_3=p_4=+1/2$. Inversion exchanges $p_1$ and $p_3$, so the detected difference becomes $s_{\rm off}=p_3-p_1=-1$.

Let the RF pulse have transition probability $P=\sin^2(\theta/2)$. On the $\alpha$ line it acts on levels 1 and 2:
$$p_1\to p_1+P(p_2-p_1)=\tfrac12-P .$$
On the $\beta$ line it acts on levels 3 and 4:
$$p_3\to p_3+P(p_4-p_3)=-\tfrac12+P .$$
Either way $s_{\rm on}=-1+P$, and the fractional echo change is
$$\eta=\frac{s_{\rm off}-s_{\rm on}}{s_{\rm off}}=P=\sin^2(\pi\nu_{\rm nut}t_p).$$
The sequence itself therefore treats the two lines equally; the difference comes from their flip angles. For small angles $\eta\approx\theta^2/4\propto E^2$, which gives the weak-pulse ratio.

For any angle, (b) gives $\theta_{\alpha,\beta}=\Theta|1\mp x|$. The modulus is irrelevant inside $\sin^2$. The identity $\sin^2u-\sin^2v=\sin(u+v)\sin(u-v)$, with $u=\Theta(1+x)/2$ and $v=\Theta(1-x)/2$, gives the stated difference. ∎

**Corollary.** If $\Theta=\pi$, the pulse that would invert a bare nucleus, both lines have the same height
$$\eta_\alpha=\eta_\beta=\sin^2\!\Bigl[\frac\pi2(1\pm x)\Bigr]=\cos^2\frac{\pi a}{4\nu_I}.$$
For $0<x<1$, the $\beta$ line is higher when $0<\Theta<\pi$, and the order reverses just beyond $\Theta=\pi$. A height ratio therefore does not count nuclei unless the flip angles are known. The comparison also requires the same $B_2$ at both frequencies.

## Worked example: a model proton

Take $B_0=0.350$ T, the free-electron $g$ factor, $a=20$ MHz and $B_2=1.00$ mT. Then $\nu_I=14.902$ MHz and
$$x=\frac{20}{2\times14.902}=0.671,\qquad E_\alpha=0.329,\qquad E_\beta=1.671 .$$
The 1 mT field acts like 0.329 mT on one line and 1.671 mT on the other. The ENDOR frequencies from diagonalization are 4.912 and 24.912 MHz. Both lie 0.010 MHz above the first-order values, the shift $a^2/(4\nu_e)$ found in Lemma 2.

The mixing angle is only 0.001018 rad, but $\nu_e/\nu_I=658.2$, and $658.2\times0.001018=0.670$. State mixing thus gives $E_\alpha=0.330$ and $E_\beta=1.670$. The differences of 0.001 from the leading-order values are the correction $a/(2D)$.

With $b=0.002857$, a bare proton nutates at $b\nu_I/2=21.29$ kHz. The two lines nutate at $0.329\times21.29\approx7.0$ kHz and $1.671\times21.29\approx35.6$ kHz. The weak-pulse height ratio is $(1.671/0.329)^2\approx26$: the low-frequency line can be nearly invisible although it belongs to the same proton.

| Pulse length (µs) | $\theta_\alpha,\theta_\beta$ (degrees) | $\eta_\alpha,\eta_\beta$ |
|---|---|---|
| 2.00 | 5.0, 25.6 | 0.002, 0.049 |
| 14.06 | 35.4, 180.0 | 0.093, 1.000 |
| 23.49 | 59.2, 300.8 | 0.244, 0.244 |
| 28.11 | 70.9, 360.0 | 0.336, 0.000 |

The third row is the bare-proton $\pi$ pulse. The proton is under-rotated in one electron state and over-rotated by the same angle in the other, which makes the heights equal. In the last row the strongly enhanced line has turned full circle and disappears. Both features need lines much narrower than the nutation frequencies of 7 and 36 kHz, which lines in solids often are not. For a Gaussian line of full width 100 kHz, the third row becomes about 0.09 and 0.14 and the last row about 0.10 and 0.17, so the $\beta$ line stays the higher one. Propagating the four-level system under the oscillating field, with pulse lengths rounded to whole RF periods, gave heights within 0.002 of the formula; the numerical output follows this text.

## Strong coupling and the sign of $a$

For $a>0$ the $\beta$ line has both the higher frequency and the larger $|E|$. For $a<0$ the $\alpha$ line has both. Under the conditions of Lemma 4, the intensity pattern of an isotropic pair therefore does not reveal the sign of $a$. At low temperature, electron relaxation between the RF pulse and detection makes the two electron states respond unequally, and the pattern then does depend on the sign.

When $|a|>2\nu_I$, one enhancement is negative. The RF field acting on the nucleus is then reversed relative to the applied one. This does not affect $\eta$, which depends only on $|E|$. For $a=80$ MHz the first-order factors are $-1.684$ and $3.684$, and the weak-pulse ratio is about 4.8. As $|x|$ grows, the ratio of the stronger to the weaker line, $[(|x|+1)/(|x|-1)]^2$, tends to 1, because both lines are then driven mainly through the electron.

Close to $|a|=2\nu_I$ the leading-order formula loses relative accuracy for the weaker line: its $E$ becomes comparable with the neglected term $|a|/(2\nu_e)$. The RF field also raises the mean magnitude of the applied field by the factor $1+b^2/4$, which shifts the resonance by $\nu_Ib^2/4$. This shift does not shrink with $E$, and it reaches $\nu_{\rm nut}$ when $|E|\approx b/2$. A $\pi$ pulse at the unshifted frequency gives $\eta=0.92$ at $E=0.005$ for the $b$ of the example.

## Proposition: an axial coupling separates frequency from enhancement

Let the hyperfine tensor be axial with its axis along $B_0$:
$$H_0=\nu_eS_z-\nu_II_z+A_\perp(S_xI_x+S_yI_y)+A_\parallel S_zI_z .$$

**Claim.** To leading order, for $m_S=\pm1/2$,
$$\nu=\Bigl|\nu_I\mp\frac{A_\parallel}2\Bigr|,\qquad E=1\mp\frac{A_\perp}{2\nu_I}.$$

**Proof.** The diagonal hyperfine energies now contain $A_\parallel$, while the flip-flop element is $A_\perp/2$. Hence $\tan2\varphi=A_\perp/D$, and the matrix elements of Lemma 2 keep their form with this new angle. Classically, the static hyperfine field is set by $A_\parallel S_z$ and the swinging one by $A_\perp S_x$. ∎

When $A_\perp\neq A_\parallel$, the nuclear field no longer tilts rigidly, and $|E|=\nu/\nu_I$ does not hold in general. In weak coupling, with $|A_\parallel|$ and $|A_\perp|$ below $2\nu_I$, opposite signs of the two components make the lower-frequency line the more strongly enhanced one.

A purely dipolar tensor with $A_\perp=-4$ MHz and $A_\parallel=8$ MHz shows this. The lines lie at 10.90 and 18.90 MHz, with $E=1.134$ and $0.866$. For weak pulses the lower-frequency line is higher by the factor $(1.134/0.866)^2=1.71$. With the tensor axis along $B_0$, the enhancement is thus set by the coupling component along the RF field, $A_\perp$, whereas the line splitting measures $A_\parallel$. If the axis is tilted away from $B_0$, the static hyperfine field can also tilt the nuclear axis, and this simple formula no longer holds in general.

## Computed results

```
Static field B0 = 0.350 T; RF amplitude B2 = 1.00 mT
b = B2/B0 = 0.002857
Electron frequency nu_e = 9808.73 MHz
Proton frequency nu_I = 14.9021 MHz
Isotropic coupling a = 20.0 MHz; a/(2 nu_I) = 0.6710
Mixing: phi = 0.001018 rad, sin(phi) = 0.001018
nu_e/nu_I = 658.211
alpha line: first-order frequency = 4.9021 MHz
alpha line: diagonalized frequency = 4.9123 MHz
alpha line: E first order = 0.3290
alpha line: E from diagonalization = 0.3300
alpha line: E from classical torque = 0.3290
alpha line: electron following S_x/(m_S b) = 0.999997
alpha line: nutation frequency = 7.003 kHz
beta line: first-order frequency = 24.9021 MHz
beta line: diagonalized frequency = 24.9123 MHz
beta line: E first order = 1.6710
beta line: E from diagonalization = 1.6700
beta line: E from classical torque = 1.6710
beta line: electron following S_x/(m_S b) = 1.000003
beta line: nutation frequency = 35.574 kHz
Bare proton nutation frequency = 21.289 kHz
Weak-pulse height ratio beta/alpha = 25.81
Pulse 'short': length = 2.00 us
  flip angles alpha, beta = 5.0, 25.6 degrees
  line heights alpha, beta = 0.0019, 0.0491
Pulse 'pi on beta line': length = 14.06 us
  flip angles alpha, beta = 35.4, 180.0 degrees
  line heights alpha, beta = 0.0926, 1.0000
Pulse 'pi for bare proton': length = 23.49 us
  flip angles alpha, beta = 59.2, 300.8 degrees
  line heights alpha, beta = 0.2441, 0.2441
Pulse '2pi on beta line': length = 28.11 us
  flip angles alpha, beta = 70.9, 360.0 degrees
  line heights alpha, beta = 0.3361, 0.0000
Largest |simulated - formula| line height = 0.00181
Largest |driven - first-order| E, all couplings = 0.00415
Strong coupling a = 80.0 MHz
  |frequency| alpha, beta = 24.935, 55.065 MHz
  E first order alpha, beta = -1.6842, 3.6842
  E diagonalized alpha, beta = -1.6801, 3.6800
  weak-pulse ratio beta/alpha = 4.785
Axial tensor A_perp = -4.0 MHz, A_par = 8.0 MHz
  frequency alpha, beta = 10.9025, 18.9025 MHz
  E diagonalized alpha, beta = 1.1340, 0.8660
  weak-pulse ratio alpha/beta = 1.715
```
